# The Chambers Path Integral and the Boltzmann Equation with Diffuse Walls: test program

```python
"""Chambers path integral versus the relaxation-time Boltzmann equation.

Result under test: for carriers of charge -e,
    g = -e (-df0/de) E.Lambda,
    Lambda = integral over the past trajectory of v * survival probability,
cut off at the last diffuse surface, solves
    v.grad_r g - (e/hbar)(v x B).grad_k g + g/tau = -e (-df0/de) E.v
with g = 0 for carriers leaving the surface.
Symbols: T = time since the surface, lambda = mean free path,
kappa = thickness/lambda, omega = cyclotron frequency, u = v_z/|v|.
Tests use e = hbar = 1 and scaled times and lengths; the example uses SI.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import expn


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---- Trajectories traced backwards in a slab 0 < z < thickness ----
def trace_back(z, k, mass, field, rate, thickness, max_step=0.05):
    """Return the three components of Lambda and the time T."""
    def rhs(s, y):
        v = y[1:4] / mass
        cross = (v[1] * field[2] - v[2] * field[1],
                 v[2] * field[0] - v[0] * field[2],
                 v[0] * field[1] - v[1] * field[0])
        p = np.exp(-y[4])
        return [-v[2], cross[0], cross[1], cross[2], rate(y[1:4]),
                v[0] * p, v[1] * p, v[2] * p]

    def wall(s, y):
        return y[0] * (thickness - y[0])
    wall.terminal = True
    start = np.concatenate(([z], k, np.zeros(4)))
    sol = solve_ivp(rhs, (0.0, 25.0), start, method="DOP853",
                    events=wall, rtol=1e-11, atol=1e-13,
                    max_step=max_step)
    assert sol.success
    if len(sol.t_events[0]):
        return np.append(sol.y_events[0][0][5:8], sol.t_events[0][0])
    return np.append(sol.y[5:8, -1], sol.t[-1])


mass = np.array([1.0, 1.5, 0.8])
tilted_field = np.array([0.3, 0.2, 0.7])


def anisotropic_rate(k):
    return 1.0 + 0.4 * k[0] ** 2


point = np.array([0.4, 0.5, -0.3, 0.7])      # z, kx, ky, kz


def chambers_at(q):
    return trace_back(q[0], q[1:], mass, tilted_field,
                      anisotropic_rate, 1.0)


step = 5e-4
partials = []
for i in range(4):
    shift = np.zeros(4)
    shift[i] = step
    partials.append((chambers_at(point + shift)
                     - chambers_at(point - shift)) / (2 * step))
velocity = point[1:] / mass
flow = np.append(velocity[2], -np.cross(velocity, tilted_field))
along_flow = flow @ np.array(partials)
value = chambers_at(point)
residual = (along_flow[:3] + anisotropic_rate(point[1:]) * value[:3]
            - velocity)
residual_lambda = np.max(np.abs(residual))
residual_time = abs(along_flow[3] - 1.0)
assert residual_lambda < 2e-5
assert residual_time < 2e-5
near_wall = chambers_at(np.append(1e-6, point[1:]))
assert np.linalg.norm(near_wall[:3]) < 1e-5


# ---- Symmetry condition: angular average of Lambda off centre ----
z_off, slab = 0.25, 1.0
mean_lambda = np.zeros(3)
for lo, hi in ((-1.0, 0.0), (0.0, 1.0)):
    for u, wu in zip(*gauss(lo, hi, 12)):
        for phi in 2 * np.pi * np.arange(6) / 6:
            s = np.sqrt(1 - u * u)
            k = np.array([s * np.cos(phi), s * np.sin(phi), u])
            lam = trace_back(z_off, k, np.ones(3),
                             np.array([0.0, 0.0, 0.8]),
                             lambda q: 1.0, slab, max_step=0.2)
            mean_lambda += 0.5 * wu * lam[:3] / 6
normal_expected = 0.5 * (expn(3, slab - z_off) - expn(3, z_off))
assert np.max(np.abs(mean_lambda[:2])) < 1e-7
assert abs(mean_lambda[2] - normal_expected) < 1e-3
assert abs(mean_lambda[2]) > 0.05


# ---- Event-counting formula at finite electric field ----
def fermi(energy):
    return 1.0 / (np.exp((energy - 0.5) / 0.1) + 1.0)


vy, vz = 0.3, 0.7


def counted_f(z, vx, efield):
    def past(s):
        return fermi(0.5 * ((vx + efield * s) ** 2 + vy**2 + vz**2))
    flight = z / vz
    inner = quad(lambda s: np.exp(-s) * past(s), 0, flight,
                 epsabs=1e-13, epsrel=1e-13)[0]
    return inner + np.exp(-flight) * past(flight)


z0, vx0, strong, h = 0.4, 0.6, 0.1, 1e-4
dz = (counted_f(z0 + h, vx0, strong)
      - counted_f(z0 - h, vx0, strong)) / (2 * h)
dv = (counted_f(z0, vx0 + h, strong)
      - counted_f(z0, vx0 - h, strong)) / (2 * h)
energy0 = 0.5 * (vx0**2 + vy**2 + vz**2)
residual_nonlinear = abs(vz * dz - strong * dv
                         + counted_f(z0, vx0, strong) - fermi(energy0))
assert residual_nonlinear < 1e-6
weak = 1e-3
slope_counted = (counted_f(z0, vx0, weak)
                 - counted_f(z0, vx0, -weak)) / (2 * weak)
minus_df0 = fermi(energy0) * (1 - fermi(energy0)) / 0.1
slope_chambers = -minus_df0 * vx0 * (1 - np.exp(-z0 / vz))
assert abs(slope_counted - slope_chambers) < 1e-4


# ---- Film: path-integral formula and direct differential solution ----
def film_formula(kappa, omega_tau):
    beta = 1 + 1j * omega_tau
    u, w = gauss(0, 1, 200)
    integral = np.sum(w * (u - u**3) * (1 - np.exp(-kappa * beta / u)))
    f = (1 - 1.5 * integral / (kappa * beta)) / beta
    return f.real, -f.imag


def film_collocation(kappa, omega_tau, nz=40, nphi=8, nu=24):
    """Solve u dG/dz + omega dG/dphi + G = v_x for u > 0.

    Reflection in the midplane gives the same average for u < 0.
    """
    x = -np.cos(np.pi * np.arange(nz) / (nz - 1))
    vander = cheb.chebvander(x, nz - 1)
    slopes = np.column_stack([cheb.chebval(x, cheb.chebder(row))
                              for row in np.eye(nz)])
    d_z = slopes @ np.linalg.inv(vander) * 2 / kappa
    moments = np.array([2 / (1 - n * n) if n % 2 == 0 else 0.0
                        for n in range(nz)])
    z_weights = np.linalg.solve(vander.T, moments) / 2
    phi = 2 * np.pi * np.arange(nphi) / nphi
    wave = np.fft.fftfreq(nphi) * nphi
    wave[nphi // 2] = 0
    d_phi = np.fft.ifft(1j * wave[:, None]
                        * np.fft.fft(np.eye(nphi), axis=0), axis=0).real
    local = np.kron(np.eye(nz), omega_tau * d_phi + np.eye(nphi))
    xx = yx = 0.0
    for u, wu in zip(*gauss(0, 1, nu)):
        s = np.sqrt(1 - u * u)
        matrix = np.kron(u * d_z, np.eye(nphi)) + local
        source = np.tile(s * np.cos(phi), nz)
        matrix[:nphi] = 0
        matrix[:nphi, :nphi] = np.eye(nphi)
        source[:nphi] = 0
        g = np.linalg.solve(matrix, source).reshape(nz, nphi)
        profile = z_weights @ g
        xx += 3 * wu * np.mean(s * np.cos(phi) * profile)
        yx += 3 * wu * np.mean(s * np.sin(phi) * profile)
    return xx, yx


test_kappa, test_omega = 0.5, 0.8
film_path = film_formula(test_kappa, test_omega)
film_direct = film_collocation(test_kappa, test_omega)
assert np.max(np.abs(np.subtract(film_path, film_direct))) < 2e-4


# ---- Rectangular wire: chord formula and upwind grid solution ----
def wire_formula(width, height, n=80):
    """Conductivity ratio; width and height in mean free paths."""
    corner = np.arctan2(height, width)
    theta, wt = gauss(0, np.pi / 2, n)
    total = 0.0
    for lo, hi in ((0, corner), (corner, np.pi / 2)):
        phi, wp = gauss(lo, hi, n)
        c, s = np.cos(phi)[None, :], np.sin(phi)[None, :]
        a = 1 / np.sin(theta)[:, None]
        longest = np.minimum(width / c, height / s)
        decay = np.exp(-a * longest)
        i0 = (1 - decay) / a
        i1 = (1 - decay * (1 + a * longest)) / a**2
        lost = ((c * height + s * width) * i0
                - 2 * c * s * i1) / (width * height)
        angular = wt * 3 * np.cos(theta)**2 * np.sin(theta)
        total += angular @ (1 - lost) @ wp * 2 / np.pi
    return total


def wire_upwind(width, height, cells, n=20):
    """March the differential equation from the two emitting walls."""
    theta, wt = gauss(0, np.pi / 2, n)
    phi, wp = gauss(0, np.pi / 2, n)
    th, ph = np.meshgrid(theta, phi, indexing="ij")
    weight = (np.outer(wt, wp) * 3 * np.cos(th)**2 * np.sin(th)
              * 2 / np.pi).ravel()
    a = (np.sin(th) * np.cos(ph)).ravel() * cells / width
    b = (np.sin(th) * np.sin(ph)).ravel() * cells / height
    inverse = 1 / (1 + a + b)
    a, b = a * inverse, b * inverse
    below = np.zeros((cells, a.size))
    accumulated = np.zeros(a.size)
    for _ in range(cells):
        left = np.zeros(a.size)
        for i in range(cells):
            left = inverse + a * left + b * below[i]
            below[i] = left
        accumulated += below.sum(axis=0)
    return weight @ accumulated / cells**2


# ---- Worked example in SI units ----
density, tau = 8e28, 25e-15
width, height, b_normal = 20e-9, 40e-9, 10.0
e, m, hbar = const.e, const.m_e, const.hbar
k_f = (3 * np.pi**2 * density) ** (1 / 3)
v_f = hbar * k_f / m
mfp = v_f * tau
rho0 = m / (density * e**2 * tau)
kappa = width / mfp
film_ratio = film_formula(kappa, 0.0)[0]
wire_ratio = wire_formula(kappa, height / mfp)
coarse = wire_upwind(kappa, height / mfp, 80)
fine = wire_upwind(kappa, height / mfp, 160)
wire_direct = 2 * fine - coarse              # first-order scheme
assert abs(wire_direct - wire_ratio) < 1e-3
tall_wire = wire_formula(kappa, 2000.0)
assert abs(tall_wire - film_ratio) < 2e-3
film_zero_direct = film_collocation(kappa, 0.0)[0]
assert abs(film_zero_direct - film_ratio) < 2e-4

back_distance = (width / 2) / np.cos(np.pi / 4)
path_factor = 1 - np.exp(-back_distance / mfp)
omega_tau = e * b_normal / m * tau
s_xx, s_yx = film_formula(kappa, omega_tau)
rho_ratio_b = s_xx / (s_xx**2 + s_yx**2)
magneto = rho_ratio_b * film_ratio - 1
uohm_cm = 1e8

print("TESTS (scaled units, dimensionless)")
print(f"Residual of equation for Lambda: {residual_lambda:.1e}")
print(f"Residual of D T = 1: {residual_time:.1e}")
print(f"Time since wall T at test point: {value[3]:.5f}")
print(f"Residual, finite electric field: {residual_nonlinear:.1e}")
print(f"Weak-field slope, event counting: {slope_counted:.6f}")
print(f"Weak-field slope, Chambers: {slope_chambers:.6f}")
print(f"Mean Lambda_x, off centre: {mean_lambda[0]:.1e}")
print(f"Mean Lambda_z, off centre: {mean_lambda[2]:.4f}")
print(f"Mean Lambda_z, closed form: {normal_expected:.4f}")
print(f"Film test: kappa = {test_kappa}, omega tau = {test_omega}")
print(f"sigma_xx/sigma0, path formula: {film_path[0]:.5f}")
print(f"sigma_xx/sigma0, direct solve: {film_direct[0]:.5f}")
print(f"sigma_yx/sigma0, path formula: {film_path[1]:.5f}")
print(f"sigma_yx/sigma0, direct solve: {film_direct[1]:.5f}")
print("WORKED EXAMPLE")
print(f"Electron density: {density:.1e} m^-3")
print(f"Relaxation time: {tau * 1e15:.1f} fs")
print(f"Fermi wave number: {k_f * 1e-9:.3f} nm^-1")
print(f"Fermi speed: {v_f:.4e} m/s")
print(f"Mean free path: {mfp * 1e9:.2f} nm")
print(f"Bulk resistivity: {rho0 * uohm_cm:.3f} microohm cm")
print(f"Film thickness and line width: {width * 1e9:.1f} nm")
print(f"Line height: {height * 1e9:.1f} nm")
print(f"kappa = thickness/mean free path: {kappa:.4f}")
print(f"Mid-film, 45 deg, distance back: {back_distance * 1e9:.2f} nm")
print(f"Mid-film, 45 deg, path factor: {path_factor:.4f}")
print(f"Film sigma/sigma0, path formula: {film_ratio:.5f}")
print(f"Film sigma/sigma0, direct solve: {film_zero_direct:.5f}")
print(f"Film resistivity: {rho0 / film_ratio * uohm_cm:.3f} microohm cm")
print(f"Line sigma/sigma0, path formula: {wire_ratio:.5f}")
print(f"Line sigma/sigma0, grid 80: {coarse:.5f}")
print(f"Line sigma/sigma0, grid 160: {fine:.5f}")
print(f"Line sigma/sigma0, extrapolated: {wire_direct:.5f}")
print(f"Line resistivity: {rho0 / wire_ratio * uohm_cm:.3f} microohm cm")
print(f"Very tall line sigma/sigma0: {tall_wire:.5f}")
print(f"Normal magnetic field: {b_normal:.1f} T")
print(f"omega_c tau: {omega_tau:.5f}")
print(f"Film sigma_xx/sigma0 in field: {s_xx:.6f}")
print(f"Film sigma_yx/sigma0 in field: {s_yx:.6f}")
print(f"Film relative change of rho_xx: {magneto:.3e}")
print("PASS")
```

Printed output:

```
TESTS (scaled units, dimensionless)
Residual of equation for Lambda: 4.2e-08
Residual of D T = 1: 4.1e-08
Time since wall T at test point: 0.43643
Residual, finite electric field: 5.6e-09
Weak-field slope, event counting: -0.638449
Weak-field slope, Chambers: -0.638450
Mean Lambda_x, off centre: -3.0e-18
Mean Lambda_z, off centre: -0.0850
Mean Lambda_z, closed form: -0.0850
Film test: kappa = 0.5, omega tau = 0.8
sigma_xx/sigma0, path formula: 0.43583
sigma_xx/sigma0, direct solve: 0.43583
sigma_yx/sigma0, path formula: 0.18274
sigma_yx/sigma0, direct solve: 0.18274
WORKED EXAMPLE
Electron density: 8.0e+28 m^-3
Relaxation time: 25.0 fs
Fermi wave number: 13.330 nm^-1
Fermi speed: 1.5432e+06 m/s
Mean free path: 38.58 nm
Bulk resistivity: 1.774 microohm cm
Film thickness and line width: 20.0 nm
Line height: 40.0 nm
kappa = thickness/mean free path: 0.5184
Mid-film, 45 deg, distance back: 14.14 nm
Mid-film, 45 deg, path factor: 0.3069
Film sigma/sigma0, path formula: 0.53042
Film sigma/sigma0, direct solve: 0.53042
Film resistivity: 3.345 microohm cm
Line sigma/sigma0, path formula: 0.42363
Line sigma/sigma0, grid 80: 0.42478
Line sigma/sigma0, grid 160: 0.42420
Line sigma/sigma0, extrapolated: 0.42363
Line resistivity: 4.188 microohm cm
Very tall line sigma/sigma0: 0.53036
Normal magnetic field: 10.0 T
omega_c tau: 0.04397
Film sigma_xx/sigma0 in field: 0.530069
Film sigma_yx/sigma0 in field: 0.012909
Film relative change of rho_xx: 7.212e-05
PASS
```
